# Fowler-Nordheim tunnelling through a gate oxide charged during ion implantation

**Q.** A wafer under an ion beam collects charge. Why should tunnelling enter the problem at all?

**A.** Take a metal gate on an oxide of thickness \(t\), with the substrate grounded. The beam brings positive ions, and a flood gun supplies electrons to neutralize them. If the electrons are in surplus, the gate charges negatively and a field builds up in the oxide. The charging stops when the oxide passes current as fast as the surplus arrives.

Let \(F\) be the magnitude of the oxide field, \(\sigma\) that of the gate charge per area, and \(e>0\) the elementary charge. In Gaussian units \(\varepsilon F=4\pi\sigma\), so charge conservation gives, with a dot for the time derivative,

\[
\frac{\varepsilon}{4\pi}\,\dot F=J_{\rm net}-J(F),\qquad J_{\rm net}=R f j_b .
\]

Here \(j_b\) is the beam current density, \(f\) the surplus as a fraction of it, and \(R\) the antenna ratio, meaning collecting area divided by gate-oxide area. The unknown is the leakage law \(J(F)\). I take tunnelling as the only leakage path.

**Q.** The oxide is several nanometres thick. An electron at the gate's Fermi level should not get across.

**A.** It need not tunnel across the whole oxide. Measure energy from the gate's Fermi level and \(x\) from the gate into the oxide. The oxide band edge is at

\[
V(x)=\Phi-eFx ,
\]

where \(\Phi\) is the barrier height. An electron whose motion along \(x\) has energy \(W\) meets the band edge at \(a=(\Phi-W)/(eF)\). Beyond \(a\) it moves freely in the oxide conduction band. The barrier is a triangle if \(a<t\), which at the Fermi level means \(eFt>\Phi\).

For \(\Phi=3.2\) eV and a field of 10 MV/cm, which is 1 V/nm, the tunnelling distance is 3.2 nm, even if the oxide is 8 nm thick.

**Q.** What does the semiclassical method give for this triangle?

**A.** Under the barrier the wave decays at the local rate \(\kappa(x)=\sqrt{2m(V-W)}/\hbar\), with \(m\) the oxide effective mass, taken isotropic and independent of energy. The amplitude falls by \(\exp(-\int_0^a\kappa\,dx)\) and the probability by the square of this, \(e^{-G}\). Put \(s=\Phi-W-eFx\), so that \(dx=-ds/(eF)\):

\[
G(W)=\frac{2\sqrt{2m}}{\hbar}\int_0^{\Phi-W}\frac{\sqrt{s}\,ds}{eF}
=\frac{4\sqrt{2m}\,(\Phi-W)^{3/2}}{3\hbar eF}.
\]

The physical origin of the inverse field is visible here. The height of the triangle is fixed, while its width is proportional to \(1/F\). At the Fermi level,

\[
G(0)=\frac{B}{F},\qquad B=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3\hbar e}.
\]

**Q.** Semiclassics requires a slowly varying \(\kappa\), yet \(\kappa\) vanishes at the turning point.

**A.** The usual measure is \(|\kappa'|/\kappa^2\). At the gate, for \(W=0\), it equals \(eF/(2\Phi\kappa)\). Since \(B/F=4\kappa\Phi/(3eF)\) there, the measure is \(2F/(3B)\), small when \(B/F\gg1\). It does diverge at \(a\), but for a linear potential the Schrödinger equation can be solved through that point. Define

\[
q=\left(\frac{2meF}{\hbar^2}\right)^{1/3},\qquad z=q(a-x),
\]

which turns the equation into \(d^2\psi/dz^2=z\psi\). The wave leaving to the right is \(\psi={\rm Bi}(z)+i\,{\rm Ai}(z)\). With \(\zeta=\tfrac23|z|^{3/2}\), its leading forms are

\[
\psi\simeq\frac{e^{\zeta}}{\sqrt\pi\,z^{1/4}}\quad(z\gg1),\qquad
\psi\simeq\frac{e^{i(\zeta+\pi/4)}}{\sqrt\pi\,|z|^{1/4}}\quad(z\ll-1).
\]

At the gate \(\zeta=\tfrac23(qa)^{3/2}=G/2\), so the squared amplitude contains \(e^{G}\) at the gate and no such factor beyond \(a\). The turning point therefore leaves the exponent unchanged.

**Q.** There is still an abrupt metal surface at \(x=0\). Surely the wave is partly reflected there.

**A.** It is, and this gives a prefactor. Let \(v\) be the electron's normal velocity in the metal and \(u=\hbar\kappa(0)/m\). At the surface \(\psi\) and \(\psi'/\text{mass}\) are continuous. For an incident wave of unit amplitude, reflected amplitude \(r\) and decaying amplitude \(c\),

\[
1+r=c,\qquad iv(1-r)=-uc .
\]

The second equation gives \(1-r=iuc/v\). Adding the first gives \(2=c(1+iu/v)\), hence \(|c|^2=4v^2/(v^2+u^2)\).

The transmitted flux follows from the Airy forms. Beyond \(a\), \(\psi\) carries flux \((\hbar/m)(q/\pi)\). At the gate \(|\psi|^2=e^{G}/(\pi\sqrt{z})\), and \(q\sqrt z=\kappa(0)\). The flux per unit \(|\psi(0)|^2\) is thus \((\hbar/m)\,q\sqrt z\,e^{-G}=u\,e^{-G}\). Multiplying by \(|c|^2\) and dividing by the incident flux \(v\),

\[
D\simeq\frac{4vu}{v^2+u^2}\,e^{-G}.
\]

For aluminium I take a band depth of 12 eV and the free mass; for the oxide, 0.42 free masses. At the Fermi level \(v^2\) and \(u^2\) are then in the ratio \(12:(3.2/0.42)=12:7.62\), and the factor is \(4\sqrt{12\times7.62}/19.62=1.95\). It does not depend on \(F\). I set it to one in the elementary law and restore it when sizing errors.

**Q.** One electron's probability is not a current. How do you sum over the metal's electrons?

**A.** Count states with transverse wavevector \(\mathbf k\) and total energy \(E\). The flux in an interval \(dk_x\) is \(v_x\,dk_x/(2\pi)=dE/(2\pi\hbar)\), so the metal's normal velocity cancels. With two spins and a filled Fermi sea at zero temperature,

\[
J=2e\int\!\frac{d^2k}{(2\pi)^2}\int_{E<0}\frac{dE}{2\pi\hbar}\,D .
\]

A flat interface conserves \(\mathbf k\). In the oxide the transverse motion takes \(b=\hbar^2k^2/(2m)\), leaving \(W=E-b\). Since \(d^2k=2\pi k\,dk=(2\pi m/\hbar^2)\,db\),

\[
J=\frac{em}{2\pi^2\hbar^3}\int_{-\infty}^{0}dE\int_0^\infty db\;e^{-G(E-b)} .
\]

For a given \(W<0\), \(E\) can lie anywhere between \(W\) and 0, an interval of length \(-W\). Therefore

\[
J=\frac{em}{2\pi^2\hbar^3}\int_{-\infty}^0(-W)\,e^{-G(W)}\,dW .
\]

The infinite limits assume a metal band much deeper than the energies that contribute.

**Q.** Which energies contribute? Deep electrons are more numerous.

**A.** Their number grows linearly with depth, while their transmission falls almost exponentially. Expand about the Fermi level with \((\Phi-W)^{3/2}\simeq\Phi^{3/2}(1-3W/2\Phi)\):

\[
G(W)\simeq\frac BF-\frac Wd,\qquad
\frac1d=\frac{3B}{2F\Phi}=\frac{2\sqrt{2m\Phi}}{\hbar eF}.
\]

At the example's steady field \(d=0.084\) eV, far less than 12 eV. With \(w=-W\), the integral is \(\int_0^\infty w\,e^{-w/d}dw=d^2\), and

\[
J=\frac{em}{2\pi^2\hbar^3}\,\frac{\hbar^2e^2F^2}{8m\Phi}\,e^{-B/F}
=A F^2e^{-B/F},\qquad
A=\frac{e^3}{16\pi^2\hbar\Phi}.
\]

This is the Fowler-Nordheim law, to leading order in \(F/B\). One factor of \(F\) comes from the depth of the contributing layer and the other from its spread in transverse energy.

**Q.** The oxide mass has vanished from \(A\). I have seen a ratio of free to oxide mass in that place.

**A.** The ratio follows from a different assumption. If the barrier depended on \(E-\hbar^2k^2/(2m_e)\), with \(m_e\) the free mass, the change of variable would give \(m_e\) in the numerator, while \(d^2\) would still bring \(1/m\). Then \(A\) would gain \(m_e/m\), which is 2.4 here. With conserved \(\mathbf k\) and an isotropic oxide mass, the masses cancel.

The expansion can be checked as well. The next term in \(G\) is \(\tfrac38(B/F)w^2/\Phi^2\). Under the weight \(w\,e^{-w/d}\) the mean of \(w^2\) is \(6d^2\), and \(d=2\Phi F/(3B)\), so this term averages to

\[
\frac38\,\frac BF\,\frac{6}{\Phi^2}\,\frac{4\Phi^2F^2}{9B^2}=\frac FB .
\]

Hence \(J\) is multiplied by \(1-F/B\) to this order. Direct integration over \(E\) and \(\mathbf k\) at 2.5 MV/cm, for a triangular barrier in an oxide thick enough to contain it and oxide masses of 0.42 and 0.80, gave a deficit within 5% of \(F/B\) in both cases. At the steady field below, the same integration gives 0.963 times the elementary law.

**Q.** So a plot of \(\ln J\) against \(1/F\) is a straight line?

**A.** Not quite. Taking the logarithm,

\[
\ln\frac{J}{F^2}=\ln A-\frac BF ,
\]

so \(\ln(J/F^2)\) is linear in \(1/F\), with slope \(-B\). The slope of \(\ln J\) itself is \(-(B+2F)\), because \(d\ln F^2/d(1/F)=-2F\). Near 10 MV/cm that is about 8% steeper.

For the example \(A=4.82\times10^{-7}\) A/V² and \(B=253\) MV/cm. As a test, the current was also computed with exact Airy-function scattering, including reflection at the metal surface, at 8 and 11 MV/cm. The slope between these points gives \(B=253.1\) MV/cm, against 253.4 from the formula. Matching at the metal surface raises the current above the elementary law, since the factor 1.95 exceeds one, but it hardly alters the slope.

**Q.** What happens at low field, when the triangle no longer fits inside the oxide?

**A.** If \(eFt<\Phi\), the electron reaches the far electrode while still under the barrier. The integral over \(s\) then stops at \(\Phi-eFt\), and at the Fermi level

\[
G=\frac{4\sqrt{2m}}{3\hbar eF}\left[\Phi^{3/2}-(\Phi-eFt)^{3/2}\right].
\]

As \(F\to0\) the bracket tends to \(\tfrac32\Phi^{1/2}eFt\), so \(G\to2\sqrt{2m\Phi}\,t/\hbar\). This is the constant exponent of a rectangular barrier, with no inverse field left. For 8 nm and 3.2 eV the change comes at 4 MV/cm, where \(B/F\) is already 63 and the current is negligible for charging. In a 2 nm oxide at 10 MV/cm the voltage is 2 V, below the barrier, and the trapezoid must be used.

**Q.** Now return to the gate. At what field does charging stop?

**A.** Set \(AF^2e^{-B/F}=J_{\rm net}\) and let \(y=B/(2F)\). The square root of the equation is \(\sqrt A\,(B/2y)\,e^{-y}=\sqrt{J_{\rm net}}\), so

\[
y\,e^{y}=\frac B2\sqrt{\frac{A}{J_{\rm net}}},\qquad
F^*=\frac{B}{2W_0\!\left[\frac B2\sqrt{A/J_{\rm net}}\right]},
\]

where \(W_0\) is the principal Lambert function, the solution \(y\ge0\) of \(y\,e^y=\) its argument.

Take a beam of 0.1 mA/cm², a surplus of 5% and an antenna ratio of 100. Then \(J_{\rm net}=100\times0.05\times0.1=0.5\) mA/cm². The argument is

\[
1.267\times10^{8}\times\sqrt{\frac{4.817\times10^{-7}}{5\times10^{-4}}}=3.93\times10^{6},
\]

which gives \(y=12.65\), \(B/F^*=25.3\) and \(F^*=10.0\) MV/cm, or \(3.34\times10^4\) statV/cm. Across 8 nm this is 8.0 V, well above the 3.2 V needed for a triangle.

**Q.** You chose the surplus and the antenna ratio. Does the answer depend heavily on them?

**A.** Differentiate \(\ln J=\ln A+2\ln F-B/F\):

\[
\frac{d\ln F^*}{d\ln J_{\rm net}}=\frac{1}{2+B/F^*}=0.037 .
\]

With everything else fixed, antenna ratios of 10, 100 and 1000 give 9.2, 10.0 and 10.9 MV/cm. A hundredfold rise in current raises the field by 18%. Conversely, the law gives \(5.4\times10^{-7}\) A/cm² at 8 MV/cm and \(5.8\times10^{-3}\) A/cm² at 11 MV/cm, a factor of about ten thousand. The antenna ratio thus has little effect on the voltage, but the charge driven through the oxide during an implant is almost proportional to it.

**Q.** Is this steady field stable, and is it reached during an implant?

**A.** Put \(F=F^*+\delta\) in the charging equation. To first order \(J(F)-J_{\rm net}=J_{\rm net}(2+B/F^*)\,\delta/F^*\), so

\[
\dot\delta=-\frac{\delta}{\tau},\qquad
\tau=\frac{\varepsilon F^*}{4\pi J_{\rm net}(2+B/F^*)} .
\]

Both signs of \(\delta\) decay, so the state is stable. With \(\varepsilon=3.9\) the stored charge is \(\varepsilon F^*/4\pi=3.46\) µC/cm². Dividing by 0.5 mA/cm² gives a ramp time of 6.9 ms, and dividing that by 27.3 gives \(\tau=0.25\) ms. Integrating the charging equation from 1% of \(F^*\) gives 99% of \(F^*\) after 7.1 ms. The gate charges almost linearly and then levels off sharply.

A dose of \(10^{15}\) singly charged ions per cm² takes 1.6 s under this beam. The surplus delivered per gate-oxide area is 801 µC/cm², of which about 798 µC/cm² tunnels through.

The antenna itself also stores charge. If it lies on 500 nm of the same oxide, its capacitance is \(100\times8/500=1.6\) times the gate's. The ramp then takes 2.6 times as long, about 18 ms, while \(F^*\) is unchanged. The stored charge becomes \(2.6\times3.46=9.0\) µC/cm² of gate-oxide area, so about 792 µC/cm² tunnels through.

**Q.** The wafer is warm. Why may you use a zero-temperature current?

**A.** Because \(kT\) is smaller than \(d\). With Fermi occupation, the factor \(-W\) is replaced by

\[
S(W)=\int_0^\infty\frac{db}{1+e^{(W+b)/kT}}=kT\ln\!\left(1+e^{-W/kT}\right).
\]

Use the linear exponent and integrate by parts, noting that \(-S'(W)\) is the Fermi function. With \(p=kT/d\) and \(\xi=W/kT\),

\[
\int S\,e^{W/d}dW=d\,kT\int_{-\infty}^{\infty}\frac{e^{p\xi}}{1+e^{\xi}}\,d\xi
=d\,kT\,\frac{\pi}{\sin\pi p},\qquad 0<p<1 .
\]

To obtain the last integral \(I\), close the contour along \({\rm Im}\,\xi=2\pi\), where the integrand is multiplied by \(e^{2\pi ip}\). The enclosed pole at \(i\pi\) has residue \(-e^{i\pi p}\), so \(I(1-e^{2\pi ip})=-2\pi i\,e^{i\pi p}\), which gives \(I=\pi/\sin\pi p\).

Relative to \(d^2\), the current is multiplied by \(\pi p/\sin\pi p\). At 350 K and \(F^*\), integration with the full exponent gives 1.25, and the formula agrees within 3%. By the logarithmic slope found above, this lowers the steady field by only \(0.037\times\ln1.25\), or about 0.8%, which is why the zero-temperature current suffices here. As \(kT\) approaches \(d\) the formula diverges. Electrons well above the Fermi level then matter, and the linear expansion is no longer adequate.

**Q.** An electron leaving a metal is attracted by its image. You have ignored that.

**A.** It is the largest correction among those I combine below. The image adds \(-e^2/(4\varepsilon_i x)\) to the barrier, which lowers and rounds its top. With a rough fast-response permittivity \(\varepsilon_i=2.1\), the semiclassical current at fixed \(F^*\) rises by a factor of 12. The steady field, however, responds only logarithmically and falls to 9.2 MV/cm. Including image force, temperature and the matching factor of 1.95 together gives 8.9 MV/cm, 11% below the elementary value. The matching factor was derived for a sharp edge, so on the rounded barrier it is an estimate. The image term is uncertain as well. Its inner turning point lies near \(e^2/(4\varepsilon_i\Phi)\approx0.05\) nm, less than an atomic spacing, where a classical image cannot be trusted. Replacing \(x\) by \(x+0.1\) nm in the image term cuts the factor from 12 to about 5 and moves the combined field from 8.9 to 9.2 MV/cm.

Two further effects are outside that figure:

- **Band shape.** Suppose 0.42 were the mass at the band edge and the decay obeyed \(\kappa^2=2ms(1-s/E_g)/\hbar^2\), with \(s\) the depth below the band edge and a gap \(E_g\) of roughly 9 eV. The Fermi-level transmission would rise by a factor of 18. By the logarithmic slope, this alone would lower the field by about \(0.037\times\ln18\), or 11%. The exponent is still proportional to \(1/F\), however, so a mass fitted to the measured slope with a parabolic band and the same barrier height already absorbs most of this change.
- **Reflection at the far electrode.** For a sharp electrode modelled with the free mass and a 3.1 eV band step, the Fermi-level transmission at fixed field varies between 0.80 and 1.24 times its value for an endless ramp, as \(t\) runs from 7 to 9 nm. The resulting change in field is below 1%.

**Q.** How close is this to a real implanted gate?

**A.** The barrier, oxide mass and band depth are rough typical values for aluminium on SiO₂, and under a negative gate p-type silicon is accumulated, so little voltage is lost in the silicon. The voltages quoted above are those across the oxide. The voltage between gate and substrate is larger, by somewhat more than 1 V at the steady field, because aluminium and p-type silicon have different work functions and because the bands bend in the accumulated silicon. The surplus and antenna ratio are chosen for illustration. The assumption most open to doubt is a constant surplus. A negative gate repels flood electrons, and those of low energy cease to arrive. If this stopped the gate at 5 V below the substrate, less than 4 V would fall across the oxide. The field would be below 5 MV/cm and the tunnelling current far below the 0.5 mA/cm² assumed.

The calculated field also equals the rough dielectric strength of 10 MV/cm, so the model cannot promise that the oxide survives to reach its steady state. The tunnelled charge is about 0.08% of a rough breakdown charge of 1 C/cm², but that comparison assumes uniform current and a sound oxide. Trapping changes the voltage too: \(10^{12}\) electrons per cm² held at mid-oxide raise it by 0.19 V at fixed gate-side field.

**Q.** And if the ions win, so that the gate becomes positive?

**A.** The field reverses and electrons enter the oxide from the silicon. The barrier is still a triangle, with \(\Phi\) measured from the occupied silicon states. The prefactor \(A\) does not carry over unchanged. The electrons now come from a thin surface layer with quantized levels, which violates the deep-band assumption used in the count, and those levels shift with the field, so \(\Phi\) does too. The exponent is then only approximately proportional to \(1/F\). The law also needs electrons to reach the surface as fast as they tunnel away. In p-type silicon they are minority carriers. Unless light or a nearby n-type region supplies enough of them, the supply limits the current and the silicon itself takes up part of the voltage. The numerical output below lists the values for the negative aluminium gate.

## Computed values

```
Barrier: 3.2 eV
Oxide mass / free mass: 0.42
Aluminium band depth: 12 eV
Oxide thickness: 8 nm
Static permittivity of oxide: 3.9
Beam current density: 0.1 mA/cm2
Surplus fraction: 0.05
Antenna ratio: 100
Dose: 1e+15 ions/cm2
Wafer temperature: 350 K
A: 4.817e-07 A/V^2
B: 253.4 MV/cm
B from exact-scattering plot: 253.1 MV/cm
J at 8 MV/cm: 5.4e-07 A/cm2
J at 9 MV/cm: 2.31e-05 A/cm2
J at 10 MV/cm: 0.000476 A/cm2
J at 11 MV/cm: 0.00576 A/cm2
Net current density at gate: 0.5 mA/cm2
Steady field F*: 10.02 MV/cm
F* in Gaussian units: 3.342e+04 statV/cm
Oxide voltage: 8.015 V
B/F*: 25.29
Tunnelling distance: 3.19 nm
Energy width d: 0.0843 eV
d ln F*/d ln J: 0.0366
F* at antenna ratio 10: 9.237 MV/cm
F* at antenna ratio 1000: 10.94 MV/cm
Ramp time, gate capacitance only: 6.92 ms
Time to 99% of F*: 7.12 ms
Relaxation time near F*: 0.253 ms
Implant time under beam: 1.6 s
Stored charge: 3.46 uC/cm2
Delivered charge: 801.1 uC/cm2
Tunnelled charge: 797.6 uC/cm2
State-counting J / formula at F*: 0.963
Current factor, interface matching: 1.95
Current factor, temperature: 1.25
Image permittivity (rough): 2.1
Current factor, image force: 11.9
Steady field with image force: 9.18 MV/cm
Steady field, image+heat+matching: 8.89 MV/cm
Oxide gap (rough): 9 eV
Current factor, non-parabolic band: 18.1
Anode reflection, lowest factor: 0.804
Anode reflection, highest factor: 1.24
Trapped electrons at mid-oxide: 1e+12 per cm2
Voltage rise from trapped electrons: 0.186 V
Oxide under antenna: 500 nm
Antenna / gate capacitance: 1.6
Rough dielectric strength: 10 MV/cm
F* / dielectric strength: 1
Rough charge to breakdown: 1 C/cm2
Tunnelled / breakdown charge: 0.000798
```
